Why Fowler-Nordheim current through a thin clean dielectric oscillates with voltage

What goes wrong

A barrier height can be taken from the slope of a Fowler-Nordheim plot, ln(J/F²) against 1/F. In a thin, clean film the current density J carries a ripple on top of its steep rise with the field F, and a fit to half a period of it takes the ripple for barrier height. In the 5 nm example below, where the barrier is 3.0 eV, a straight line through the two ends of a half-period gives about 2.4 eV, and 3.6 eV on the preceding one.

The ripple comes from electrons that have already tunnelled. They enter the conduction band of the dielectric, run to the anode, and are partly reflected there. One reflection would not make the current oscillate. The reflected wave must also be turned back by the sloping edge of the barrier, so that it meets the newly entering wave with a definite phase. The film between turning point and anode is then an interferometer whose length and wavelength are set by the voltage.

The wave in the film

The model has a uniform field, abrupt flat interfaces, no trapped charge, and one parabolic mass m in the dielectric. The electrodes are equal free-electron metals. Let x run from the cathode (x = 0) to the anode (x = d), let V = Fd be the voltage across the film, and let φ be the barrier above the cathode Fermi level. W is the energy of motion along x in the film, measured from the same level. The wave equation is

−(ħ²/2m) ψ'' + (φ − eFx − W) ψ = 0.

The electron enters the conduction band at the turning point x_t and has a run L left:

x_t = (φ − W)/(eF),  L = d − x_t.

Define κ³ = 2meF/ħ² and z = κ(x_t − x). Then ψ'' = κ² d²ψ/dz², and (2m/ħ²)eF(x_t − x) = κ²z, so that

d²ψ/dz² = zψ,  ψ = a Ai(z) + b Bi(z).

At the cathode z = z₀ = κx_t; at the anode z = −s, with s = κL. A prime on Ai or Bi means the derivative with respect to its argument.

Behind the anode interface there is only an outgoing wave, exp[ik_a(x − d)]. Continuity of ψ and of (1/m)dψ/dx, with dψ/dx = −κ dψ/dz, gives at z = −s

a Ai + b Bi = 1,
a Ai' + b Bi' = −iq,  q = k_a m/(m_a κ).

Multiply the second line by Ai, the first by Ai', and subtract. The coefficient of b is the Wronskian Ai Bi' − Ai' Bi = 1/π, hence

b = −π [Ai'(−s) + iq Ai(−s)],
|b|² = π² [Ai'²(−s) + q² Ai²(−s)].

At the cathode the wave is A exp(ik_c x) + R exp(−ik_c x). The two continuity conditions are

A + R = ψ,  A − R = (i/q_c) dψ/dz,  q_c = k_c m/(m_c κ),

and half their sum is A. For an opaque barrier the Ai part can be dropped there, because Ai/Bi falls as exp[−(4/3)z₀^(3/2)], about 10⁻¹⁰ in the example. Then

|A|² = (|b|²/4) [Bi²(z₀) + Bi'²(z₀)/q_c²].

The transmission is the ratio of outgoing to incoming flux, (k_a/m_a)/(k_c/m_c)/|A|² = (q/q_c)/|A|²:

T = 4q / {|b|² [q_c Bi²(z₀) + Bi'²(z₀)/q_c]}.

What the anode alone does

To isolate the anode, compare with a ramp that goes on for ever and has no anode interface. For large s, with ζ = (2/3)s^(3/2),

Ai(−s) ≈ π^(−1/2) s^(−1/4) sin(ζ + π/4),
Bi(−s) ≈ π^(−1/2) s^(−1/4) cos(ζ + π/4).

The combination Bi + iAi is therefore proportional to exp[i(ζ + π/4)]. Since ζ grows with x, it is the outgoing wave. Its flux is (ħ/m) Im(ψ* dψ/dx) = −(ħκ/m)(Bi Ai' − Ai Bi') = ħκ/(πm). With b = 1 in |A|², division by the incoming flux gives

T₀ = 4 / {π [q_c Bi²(z₀) + Bi'²(z₀)/q_c]}.

The cathode bracket is the same in T and T₀, so T/T₀ = πq/|b|², or

T/T₀ = 1 / {π [q Ai²(−s) + Ai'²(−s)/q]}.  (1)

T₀ has no oscillation; the ripple is in the anode factor (1).

Mismatch of velocity, not height of step

The local wave number at the anode end of the film is k_ox = κ√s. Hence q/√s is the ratio of electron velocities on the two sides of the interface:

ρ = q/√s = (k_a/m_a)/(k_ox/m) = v_anode/v_film.

With Ai'(−s) ≈ −π^(−1/2) s^(1/4) cos(ζ + π/4), equation (1) becomes

T/T₀ ≈ 1 / [ρ sin²θ + cos²θ/ρ],  θ = ζ + π/4.  (2)

For ρ > 1 the factor swings between ρ, where sin θ = 0, and 1/ρ, where cos θ = 0. Its maxima lie near the zeros of Ai(−s), at s = 2.338, 4.088, 5.521 and so on. For ρ < 1 maxima and minima change places.

For ρ = 1 the ripple vanishes in this approximation, although the potential still drops sharply at the interface. I set the anode mass at each voltage so that the velocities matched and integrated the wave equation numerically from 4.5 to 6.8 V. In the example below T/T₀ then stayed within 3.4 % of 1, with the 13 eV step still in place.

The average of (2) over phase follows from t = tan θ: (1/π)∫dt/(ρt² + 1/ρ) = 1, taken over all t. At fixed ρ, interference redistributes transmission over phase without changing its mean.

The same result as a sum of round trips

A wave of unit amplitude reaching the anode from the film is reflected with amplitude r and transmitted with amplitude τ. Continuity of the wave and of the flux-carrying derivative gives 1 + r = τ and 1 − r = ρτ, so

r = (1 − ρ)/(1 + ρ).

The path to the turning point and back adds a phase 2ζ. The reflection at the turning point adds −π/2: the standing wave sin(ζ + π/4) contains exp(iζ) and exp(−iζ) with coefficients in the ratio −exp(iπ/2) = exp(−iπ/2). One round trip multiplies the wave by

p = r exp[i(2ζ − π/2)].

All trips together give 1 + p + p² + … = 1/(1 − p), and the flux through the anode is

T/T₀ = (1 − r²)/|1 − p|².  (3)

To see that this is (2), write |1 − p|² = 1 + r² − 2r sin 2ζ = 1 + r² + 2r cos 2θ = (1 + r)² cos²θ + (1 − r)² sin²θ. Dividing by 1 − r² and using (1 + r)/(1 − r) = 1/ρ gives the denominator of (2).

If the reflected wave were removed before it came back, the first term alone would remain, and T/T₀ would be 1 − r², with no dependence on phase. This is why the second mirror matters. The returning wave changes the rate at which electrons enter the conduction band.

Scattering weakens the return. If λ is the mean free path, the intensity falls by exp(−2L/λ) over the round trip and the amplitude by exp(−L/λ), so p is multiplied by exp(−L/λ). A scattered electron still leaves through the anode, because the barrier behind it is opaque. The current is then the net flux past the turning point, outgoing minus returning:

(1 − |p|²)/|1 − p|² = 1 + 2 Re(p + p² + …).  (4)

In this approximation scattering removes the ripple, not the mean current. The simple factor requires κλ ≫ 1.

From one electron to a current

With parallel wave vector k_p conserved, and v_x dk_x = dE/ħ at fixed k_p,

J = 2e ∫ d²k_p/(2π)² ∫ dE/(2πħ) f(E) T(W),  W = E − ħ²k_p²/2m.

Here f is the Fermi function; current from the anode is negligible at several volts. Put ε = ħ²k_p²/2m, so that d²k_p = (2πm/ħ²)dε. At fixed E, dε can be replaced by dW, and integrating f over E above W gives

J = [em/(2π²ħ³)] ∫ dW T(W) k_BT ln(1 + e^(−W/k_BT)).  (5)

This treats T as a function of W alone, neglecting a weak further dependence on the velocities in the metals.

At low temperature the logarithmic supply becomes −W below the Fermi level. The leading exponential of T₀ is exp[−(4/3)z₀^(3/2)], which near W = 0 varies as exp(W/w) with

w = eF/(2κ√z₀) = ħeF/[2√(2mφ)].

The emitted electrons have the weight |W| exp(W/w). Integrating it gives w², proportional to F². Together with the exponent at W = 0 this yields the leading Fowler-Nordheim law J₀ ∝ F² exp(−B/F), with B = 4√(2m) φ^(3/2)/(3ħe). J₀ is the current obtained with T₀ in place of T.

The same energy range blurs the ripple. The round-trip phase changes with W at the rate α = 2dζ/dW = 2κ√s/(eF). Averaging exp(iαW) over the weight multiplies the first harmonic by 1/(1 + iαw)². Its size falls by 1/(1 + α²w²), and its phase lags by 2 arctan(αw), which moves the current maxima to higher voltage.

How large: a 5 nm film

Take silicon dioxide with rough typical values, φ = 3.0 eV and m = 0.42 m_e, where m_e is the free-electron mass. Let d = 5 nm and the temperature be 300 K. The metals have mass m_e and a round Fermi energy of 10 eV.

At 5 V the field is 10 MV/cm, so eF = 1 eV/nm. An electron at the Fermi level enters the conduction band after 3 nm and has L = 2 nm left. With 2m_e/ħ² = 26.25 eV⁻¹ nm⁻²,

κ = (26.25 × 0.42 × 1)^(1/3) = 2.23 nm⁻¹,
s = κL = 4.45,  ζ = (2/3)s^(3/2) = 6.26.

It reaches the interface with 2 eV of kinetic energy and has 15 eV inside the anode:

ρ = √(15 × 0.42/2) = 1.77,  r = −0.28.

Only 8 % of the flux is reflected on one encounter, but interference depends on the amplitude, 28 %. The round-trip phase is 2ζ − π/2 = 10.95 rad. Equation (3) gives T/T₀ = 0.88 and equation (1) gives 0.90; the difference is the error of the large-s forms.

For the current, w = 0.087 eV and α = 9.4 rad/eV, so αw = 0.82 and the low-temperature formula reduces the first harmonic to 0.60 of its size; the same weight with the supply at 300 K gives 0.54. With the exact T₀(W) and ζ(W) the factor is 0.64 at low temperature and 0.57 at 300 K. Equation (4) then predicts a ripple of about ±2 × 0.28 × 0.57 = ±0.32. Numerical integration of (5) gives these maxima between 3.6 and 6.8 V:

3.98 V: J/J₀ = 1.75, J = 4.0 × 10⁻⁵ A/cm²
4.92 V: J/J₀ = 1.37, J = 1.1 × 10⁻² A/cm²
5.90 V: J/J₀ = 1.22, J = 0.63 A/cm²

The minima are at 4.48, 5.43 and 6.44 V, with J/J₀ = 0.60, 0.75 and 0.85. The current itself rises throughout this range, so the ripple shows only after the steep rise has been divided out.

The zeros of Ai(−s) for an electron at the Fermi level fall at 3.89, 4.78 and 5.71 V, below the current maxima by 0.09 to 0.19 V. Evaluated at the mean emission energy, −0.14 eV at 5 V, they fall at 4.01, 4.97 and 5.97 V, within 0.07 V of the maxima.

The error in the barrier height follows from these numbers. Here B = 23 V/nm. From 4.92 to 5.43 V, J/J₀ falls from 1.37 to 0.75, so ln(J/J₀) changes by −0.60 while 1/F falls by 0.095 nm/V. The apparent B is 23 − 6.3 = 16.7 V/nm. Since φ ∝ B^(2/3), the fitted barrier is 3.0 × (16.7/23)^(2/3) = 2.4 eV. The rise from 4.48 to 4.92 V gives 3.7 eV in the same way. Both figures assume that J₀ follows the leading law; lines through the end points of the computed current give 2.4 and 3.6 eV. A least-squares line through all points of each half-period errs slightly more, giving 2.3 and 3.8 eV.

Why the film must be thin

Keep the field near 10 MV/cm and double the thickness. Define the swing as the largest J/J₀ divided by the smallest between 9 and 11 MV/cm. Without scattering it is 2.26 for 5 nm and 1.07 for 10 nm. Two causes act even in a perfectly coherent film.

First, the electron arrives faster and the velocities match better. For an electron at the Fermi level the kinetic energies at 10 V are 7 and 20 eV, so ρ = √(20 × 0.42/7) = 1.10 and r = −0.05. Second, the longer run makes the phase more sensitive to energy: αw rises to 1.53, and the first harmonic keeps 0.30 of its size at low temperature but only about 0.22 at 300 K. The estimated ripple is ±2 × 0.046 × 0.22 = ±0.02, a swing of about 1.04, against 1.07 from the full integration.

The fading is not a law for every thickness. With these metals ρ passes through 1 when 0.42(V + 10) = V − 3, with V in volts, at about 12.4 V. Above that voltage the mismatch grows again with ρ < 1.

Scattering is the third cause. I described it by an absorbing potential beyond the turning point, counting the absorbed electrons as current. With a rough mean free path of 1 nm the swing drops to 1.19 for 5 nm and 1.01 for 10 nm, and J/J₀ of the 5 nm film, averaged from 4.5 to 5.5 V (about one period), falls by about 15 %. Since κλ is only 2.2, these come from integrating the wave equation, not from the factor exp(−L/λ). They also depend on how the absorption is distributed: if the absorbing potential keeps its anode-end value all the way from the turning point, the 5 nm swing is only 1.06.

The model beside a real film

The barrier and mass are in the usual range for tunnelling in silicon dioxide; the metals are generic. An electron 2 eV above the band edge may have a different mass, which the model ignores. Scattering can reduce the ripple strongly, so a swing of 1.2 or less, not 2.3, is the better expectation at 5 nm if the mean free path is near 1 nm. A half-period fit near 5 V would then err by roughly 5 % in φ or less, instead of 20 %; between 4.0 and 4.5 V the error can still reach about 10 %. The image force matters most for the absolute current. With a rough optical permittivity of 2.2 and the full series of images between the two metals, it raises J at 5 V about 10-fold and moves the second maximum down by 0.14 V. Simply adding the separate image of each metal overstates both, giving 15-fold and 0.20 V. These figures cut the image potential off at the band bottom of the metals and locate the maximum after dividing by the J₀ without image force; against a straight Fowler-Nordheim line the 0.14 V becomes 0.12 V. They also depend on the cutoff: with the image planes 0.05 to 0.1 nm inside the metals, J rises 4- to 5-fold and the maximum moves by 0.23 to 0.24 V, or about 0.2 V against the straight line. The coherent swing, measured against that line, is then 1.4 to 1.5, and 1.8 with the first cutoff. Currents listed above are therefore model values, not forecasts. A rough breakdown field of 13 MV/cm corresponds to 6.5 V, which leaves the three maxima accessible in principle.

Other changes, made one at a time, have these effects. A film 0.3 nm thicker has its second maximum 0.11 V lower. A mass of 0.50 m_e lowers it by 0.16 V. Raising only the mass above the band edge, to 0.6 m_e, with (1/m)dψ/dx continuous at the turning point, lowers it by about 0.26 V. A sheet of 10¹² elementary charges per cm² at mid-film changes the cathode field by 0.23 MV/cm at fixed voltage. Heating from 300 to 400 K raises J at 5 V by 8 % and reduces the coherent swing from 2.26 to 2.03.

Thickness variation within one device deserves separate attention. By the leading exponent, exp(−Bd/V), a region 0.3 nm thinner carries about four times the current density at 5 V. Its ripple is also displaced, so the total adds ripples of different phase with unequal weights.

What to do about it

Fit the Fowler-Nordheim slope over several whole periods. Because the ripple decays with voltage, one period is not quite enough: in the coherent 5 nm example a least-squares line gives 2.85 eV from maximum to maximum and 3.06 eV from minimum to minimum, and 2.95 or 3.00 eV over two periods. Where scattering is known to be weak, one can instead fit with (5), keeping the factor (1) inside the integral over energy. With a mean free path of 1 nm this coherent factor overcorrects: in the 5 nm example, half-period fits near 5 V with a free prefactor then fit poorly and have several local minima in φ. From 4.92 to 5.43 V the best is 3.8 eV, worse than a straight line; from 4.48 to 4.92 V, 2.4 and 2.9 eV fit equally badly. If the accessible range holds less than one period, treat the fitted barrier as uncertain by the amount that the residual ripple allows.

To see the ripple, divide the current by a smooth Fowler-Nordheim fit and plot the ratio against voltage. If interference is the cause, the maxima should move with film thickness as s = κL requires, and the ripple should weaken on heating. In this model its strength depends on the velocity in the anode, so changing the anode material tests the explanation more directly than changing the cathode. Compare at equal voltage across the film: with unlike electrodes this differs from the applied voltage by their work-function difference, which displaces the maxima.

Use the maxima to compare films, not to measure one film absolutely, unless mass and image force are known. The image shift alone, 0.12 to 0.20 V against a straight Fowler-Nordheim line depending on the cutoff, would be misread as roughly 0.3 to 0.5 nm of thickness. Between films of the same materials and similar quality much of that error is common, and a shift near 0.1 V then indicates a difference of about 0.3 nm at this thickness and field.

Do not apply the analysis where its conditions fail. In a porous or trap-rich dielectric, where current passes through traps or electrons scatter before returning to the turning point, the absence of a ripple says nothing against a sharp anode interface.
